\section*{Why Power-Law Selectors Limit the Size of Half-Biased Crossbar Arrays}

\section{A quadratic selector in a two-by-two array}

Take two rows crossing two columns, with a memory cell and its selector at each crossing. Let the selector current grow as the square of the voltage. To address one cell, put its row at $V$ and its column at zero, and hold the other row and the other column at $V/2$. The addressed cell sees $V$. Its neighbour on the same row sees $V-V/2=V/2$ and therefore carries one quarter of the selected current.

A single neighbour already adds 25 percent to the current drawn from the row. Doubling $V$ does not help: both currents rise fourfold and the ratio stays at four. Neither does a smaller device, which reduces both currents by the same factor. The ratio is fixed by the exponent two and by nothing else in this model. Larger exponents give larger ratios, but for a given exponent the ratio is just as fixed.

\section{Leakage in an array of any size}

Consider $N$ rows and $N$ columns of identical cells with ideal wires and static currents. For now the selector takes the whole cell voltage, and its current is
\begin{equation}
I(V)=A\,\mathrm{sgn}(V)\,|V|^{n},\qquad n>1,
\label{eq:law}
\end{equation}
with the same $A$ and $n$ over the whole range from $V/2$ to $V$. The voltage on a cell is its row potential minus its column potential. Half bias then gives three groups besides the selected cell:
\begin{itemize}
\item $N-1$ cells on the selected row, at $V-V/2=V/2$;
\item $N-1$ cells on the selected column, at $V/2-0=V/2$;
\item $(N-1)^2$ remaining cells, at $V/2-V/2=0$, which carry no current.
\end{itemize}

The half-bias rejection $K$ is the selected current divided by the current of one half-selected cell. From Eq.~\eqref{eq:law},
\begin{equation}
K=\frac{I(V)}{I(V/2)}=\frac{A V^{n}}{A (V/2)^{n}}=2^{n}.
\label{eq:K}
\end{equation}
Both the prefactor and the voltage cancel.

The row driver supplies the selected current $I(V)$ and $N-1$ leakage currents $I(V)/K$. The leakage relative to the selected current is therefore $(N-1)/K$. The same fraction gives the wasted power: $2(N-1)$ cells each dissipate $(V/2)\,I(V)/K$, so
\begin{equation}
\frac{P_{\rm leak}}{P_{\rm sel}}
=\frac{2(N-1)\,(V/2)\,I(V)/K}{V\,I(V)}=\frac{N-1}{K}.
\end{equation}
If this fraction may not exceed a budget $f$, the array size obeys
\begin{equation}
N-1\le fK=f\,2^{n}.
\label{eq:N}
\end{equation}

\section{The exponent needed for 20,000-fold rejection}

Requiring $2^n\ge K$ and taking logarithms, which preserves the inequality, gives
\begin{equation}
n\ge\frac{\ln K}{\ln 2},\qquad
\frac{\ln 20\,000}{\ln 2}=14.29 .
\label{eq:need}
\end{equation}
The neighbouring integers confirm the position of this threshold: $2^{14}=16\,384$ falls short, and $2^{15}=32\,768$ suffices. The exponent must exceed fourteen, and fifteen is the first integer that works.

As an example, choose $V=2$~V, a selected current of $10~\mu$A and a leakage budget $f=0.10$. At the target rejection a half-selected cell carries $10~\mu\mathrm{A}/20\,000=0.50$~nA, and Eq.~\eqref{eq:N} allows $N=1+0.10\times20\,000=2001$ lines per side. Three selectors compare as follows.

\begin{center}
\begin{tabular}{cccc}
$n$ & $K$ & half-select current (nA) & largest $N$\\
2 & 4 & 2500 & 1\\
14 & 16\,384 & 0.610 & 1639\\
15 & 32\,768 & 0.305 & 3277
\end{tabular}
\end{center}

The quadratic selector cannot support even one neighbour within the budget, since $fK=0.4$. With $n=14$, an array of 2001 lines would leak $2000/16\,384$, or 12 percent, instead of the permitted 10 percent.

In what sense, then, do power-law selectors scale poorly? The function $2^n$ itself grows quickly. The difficulty is that $n$ belongs to the conduction law. Since $f\,2^{n+1}=2f\,2^n$, each doubling of $N-1$ at a fixed budget needs one more unit of exponent. As long as the selector takes the whole cell voltage, a designer who cannot change the conduction law cannot obtain that unit by changing the drive voltage or the device area.

\section{Why voltage helps other selectors but not this one}

The comparison with other selectors rests on the local slope of the current--voltage curve on logarithmic axes,
\begin{equation}
m(V)=\frac{d\ln I}{d\ln V}.
\end{equation}
For any positive, smooth and single-valued $I(V)$, integrate this definition from $V/2$ to $V$:
\begin{equation}
\ln K=\ln I(V)-\ln I(V/2)
=\int_{\ln (V/2)}^{\ln V} m\,d\ln V' .
\end{equation}
The interval has length $\ln V-\ln(V/2)=\ln2$. Dividing by $\ln 2$ turns the integral into an average:
\begin{equation}
\log_2 K=\frac{1}{\ln 2}\int_{\ln (V/2)}^{\ln V} m\,d\ln V'
\equiv\overline m .
\label{eq:mean}
\end{equation}
The requirement $\overline m\ge14.29$ thus applies to every such selector under half bias. A power law has $m=n$ at all voltages, so moving the operating window along the curve changes nothing. A selector whose slope increases with voltage can be moved to a steeper part of its curve.

A simple example is $I=I_0\sinh(V/V_0)$, where $V_0$ sets the voltage scale. Differentiation gives
\begin{equation}
m=\frac{V}{I}\frac{dI}{dV}
=\frac{V}{V_0}\,\frac{\cosh(V/V_0)}{\sinh(V/V_0)}
=\frac{V}{V_0}\coth\frac{V}{V_0}.
\end{equation}
With $z=V/V_0>0$, the derivative of this slope is
\begin{equation}
\frac{d}{dz}(z\coth z)=\coth z-\frac{z}{\sinh^2z}
=\frac{\tfrac12\sinh 2z-z}{\sinh^2 z}>0,
\end{equation}
because $\sinh 2z>2z$. The slope therefore rises with voltage throughout. The rejection follows from $\sinh 2y=2\sinh y\cosh y$ with $y=V/(2V_0)$:
\begin{equation}
K=\frac{\sinh(V/V_0)}{\sinh(V/2V_0)}
=2\cosh\frac{V}{2V_0}.
\label{eq:sinh}
\end{equation}

There are two limits. For $V\ll V_0$ the selector is ohmic and $K\to2$, so the sinh law has no advantage there. For $V\gg V_0$, $K\simeq e^{V/2V_0}$. Doubling $K$ then requires an added voltage $\Delta V$ with $e^{\Delta V/2V_0}=2$, or
\begin{equation}
\Delta V=2V_0\ln2 .
\end{equation}

Choose $V_0=0.10$~V. At 2.0~V, Eq.~\eqref{eq:sinh} gives $K=2\cosh 10=22\,026$. The local slope runs from 10 at half bias to 20 at full bias, with an average of 14.43, just above the requirement. At 2.2~V the rejection is 59\,874 and the average slope 15.87. A power law would have gained nothing from the same increase. The target itself is reached at 1.98~V, and each further doubling costs 0.139~V.

At fixed $I_0$, the extra voltage would also raise the selected current. To hold that current at $10~\mu$A, $I_0$ must fall from 41.2~fA to 5.58~fA. This adjustment leaves $K$ unchanged because $I_0$ cancels in Eq.~\eqref{eq:sinh}. The model assumes that $I_0$ can be adjusted without altering $V_0$ and that the device withstands the higher voltage; both need checking in a real stack.

\section{The memory element takes part of the voltage}

So far the selector has received all of $V$. A memory element in series takes a share of it, and this share is larger in the selected cell, where the current is larger. Model the element as a resistance $R$, equal in selected and half-selected cells. Let $u_1$ and $I_1$ be the selector voltage and the current at full bias, and define the selector share $s$ by
\begin{equation}
u_1=sV,\qquad RI_1=(1-s)V .
\end{equation}
At half bias write the selector voltage as $u_2=xu_1$. The power law gives $I_2=x^nI_1$, and the two voltage drops must add to $V/2$:
\begin{equation}
xsV+x^n(1-s)V=\frac V2
\quad\Longrightarrow\quad
sx+(1-s)x^n=\frac12 .
\label{eq:x}
\end{equation}
The rejection is $K=I_1/I_2=x^{-n}$.

To compare this with $2^n$, insert $x=1/2$ into the left side of Eq.~\eqref{eq:x}. The result is $s/2+(1-s)2^{-n}$, which is below $1/2$ when $s<1$ and $n>1$. The left side increases with $x$, so the solution has $x>1/2$, and hence $K<2^n$. The value 14.29 is a lower bound on the exponent once an ohmic memory element of equal resistance shares the voltage. A memory element that is itself strongly nonlinear contributes rejection of its own and falls outside this bound.

The exponent actually needed follows by putting $x=K^{-1/n}$ and $x^n=1/K$ into Eq.~\eqref{eq:x}:
\begin{align}
sK^{-1/n}&=\frac12-\frac{1-s}{K},\\
K^{1/n}&=\frac{s}{\tfrac12-(1-s)/K},\\
n&=\frac{\ln K}{\ln\!\left[\dfrac{s}{\tfrac12-(1-s)/K}\right]}
\simeq\frac{\ln K}{\ln(2s)} .
\label{eq:series}
\end{align}
The last form holds for large $K$ when $s$ is well above $1/2$. For $K=20\,000$, Eq.~\eqref{eq:series} gives:

\begin{center}
\begin{tabular}{cccccc}
selector share $s$ & 1.0 & 0.9 & 0.8 & 0.7 & 0.6\\
exponent needed & 14.29 & 16.85 & 21.07 & 29.43 & 54.31
\end{tabular}
\end{center}

Consider $s=0.8$ and $n=15$. The selected cell has 1.6~V on the selector and 0.4~V on the resistance, which is therefore $0.4~\mathrm{V}/10~\mu\mathrm{A}=40~\mathrm{k}\Omega$. The rejection drops from 32\,768 to about 1159, and the largest array within the 10 percent budget drops from 3277 to 116 lines per side.

The loss occurs at full bias. The half-selected current is $10~\mu\mathrm{A}/1159=8.6$~nA, which produces only about 0.35~mV across the resistance. That selector has nearly the full 1~V, while the selected one has 1.6~V instead of 2~V. The rejection is thus close to $1.6^{15}\simeq1153$.

The local slope shows the same effect. Differentiating $V=u+RI$, with $dI=nI\,du/u$ and $RI=V-u$, gives
\begin{equation}
dV=\left[u+n(V-u)\right]\frac{du}{u}.
\end{equation}
Since $d\ln I=n\,du/u$, and $s(V)=u/V$ is the share at the voltage considered,
\begin{equation}
m=\frac{V\,d\ln I}{dV}
=\frac{nV}{u+n(V-u)}
=\frac{n}{n-(n-1)s(V)} .
\end{equation}
In the example the slope is 14.9 at half bias but only 3.9 at full bias. Its average by Eq.~\eqref{eq:mean} is 10.18, in agreement with $\log_2 1159$. An exponent fitted near half bias would badly overestimate the rejection of this cell.

\subsection{When no exponent is large enough}

Equation~\eqref{eq:series} has a positive, finite solution when the argument of its logarithm exceeds one. Multiplying that condition by the positive denominator, and then by $K$, gives
\begin{equation}
sK>\frac K2-1+s
\quad\Longrightarrow\quad
s>\frac{K/2-1}{K-1}.
\end{equation}
For the target rejection this limit is 0.499975. In practice the selector must take more than half of the voltage in the selected cell.

To see what happens below one half, write $y=1/K=x^n$, so that Eq.~\eqref{eq:x} becomes
\begin{equation}
s\,y^{1/n}+(1-s)y=\frac12 .
\end{equation}
At fixed $y$ between zero and one, $y^{1/n}$ rises with $n$. The solution $y$ must fall to compensate, so $K$ rises. For $s<1/2$, however, $y$ remains finite as $n\to\infty$ and $y^{1/n}\to1$. Solving $s+(1-s)y=1/2$ yields the ceiling
\begin{equation}
K_{\infty}=\frac1y=\frac{1-s}{\tfrac12-s}.
\end{equation}
A very steep selector acts as a voltage clamp at $sV$. If $sV<V/2$, it is still conducting at half bias, and the resistance sets both currents: $(1-s)V/R$ at full bias and $(1/2-s)V/R$ at half bias. For $s=0.49$ the ceiling is 51. Even an exponent of 20\,000, useful here as a mathematical limit and not as a device, gives 50.5.

\section{What a different bias scheme changes}

The threshold of 14.29 belongs to half bias. In the third-bias scheme the unselected rows are held at $V/3$ and the unselected columns at $2V/3$. Other cells on the selected row see $V-2V/3=V/3$, those on the selected column see $V/3$, and the rest see $V/3-2V/3=-V/3$. With an ideal power law and the full voltage on the selector, the rejection is $3^n$, and 20,000 requires $n=\ln20\,000/\ln3=9.01$.

The lower exponent has a price in power. All $N^2-1$ other cells now conduct, each dissipating $(V/3)\,I(V)/K$ in magnitude, so
\begin{equation}
\frac{P_{\rm leak}}{P_{\rm sel}}=\frac{N^2-1}{3K}.
\end{equation}
For $N=2001$ and $K=20\,000$ this is $4\,004\,000/60\,000\simeq67$, against 0.10 for half bias at the same rejection. This compares two different selectors, $n=9.01$ and $n=14.29$. For one and the same selector, the wasted power under third bias is $\tfrac{N+1}{3}(2/3)^n$ times that under half bias, and the row leakage is smaller by the factor $(3/2)^n$. At $n=15$ and $N=2001$ the power fractions are 0.093 and 0.061. Within a 10 percent power budget, third bias allows the larger array at $n=9$ (76 lines against 52) and the smaller one at $n=15$ (2074 against 3277). Third bias lowers the exponent needed for a given rejection, but its wasted power grows as $N^2$, so the lower exponent can be used only in small arrays, or in blocks in which this power can be tolerated.

\section{Consequences for selector choice}

\begin{itemize}
\item For half bias, measure the current of the complete cell at $V$ and at $V/2$, under the conditions intended for use. If the stored states differ, take the lowest current at $V$ and the highest at $V/2$, because a selected cell in a high-resistance state may have neighbours in a low-resistance state. The ratio of these two currents enters the leakage budget directly. A local exponent taken at an arbitrary voltage in that range can replace it only if the slope is constant there.
\item For half bias, compute the array size from $N-1\le fK$. This covers leakage alone; wire resistance and cell-to-cell variation require their own margins.
\item If the slope of the complete cell is constant and $K$ is too small, do not expect a higher drive voltage to help. Change the conduction law, divide the array into smaller blocks, or reconsider the bias scheme. A power-law selector in series with a resistance is not such a cell. At fixed $A$ and $R$ a higher voltage lowers $s$ and $K$. At fixed selected current, with $A$ reduced, it raises $s=1-RI_1/V$ and moves $K$ towards, but not beyond, $2^n$: for $n=15$ and 40~k$\Omega$, going from 2~V to 4~V raises $s$ from 0.8 to 0.9 and $K$ from 1159 to about $1.8^{15}\simeq6750$.
\item If the slope rises with voltage, a higher voltage with a reduced prefactor can raise $K$. If the selector current is a single-valued, rising function of voltage and the memory element is ohmic, a rejection as large as the target still requires the selector to take about half of the voltage or more in the selected cell. A strongly nonlinear memory element relaxes this limit. Threshold switches that snap back to a low holding voltage fall outside this rule.
\item If the memory element takes a substantial share, consider reducing that share as well as seeking a steeper selector. At $n=15$, raising $s$ from 0.8 to the ideal value 1 would raise the rejection by a factor of about 28.
\end{itemize}

The numerical output gives the main values used above; the remaining ones follow from them by short arithmetic. Tests on explicit arrays confirmed the bias maps and the size limit, and numerical solutions of the series circuit confirmed the required exponents and the approach to the ceiling.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Select voltage: 2.0 V
Selected current: 10.0 uA
Target rejection: 20000
Row leakage budget f: 0.10
Exponent needed, half bias: 14.2877
Exponent needed, third bias: 9.0145
Half-select current at target: 0.500 nA
Largest N at target: 2001
n=2: rejection 4, half-select current 2500 nA, largest N 1
n=14: rejection 16384, half-select current 0.6104 nA, largest N 1639
n=15: rejection 32768, half-select current 0.3052 nA, largest N 3277
Sinh selector V0: 0.10 V
Sinh at 2.0 V: rejection 22026, mean slope 14.427
  slope at V/2 10.00, at V 20.00
  I0 for the same selected current: 41.22 fA
Sinh at 2.2 V: rejection 59874, mean slope 15.870
  slope at V/2 11.00, at V 22.00
  I0 for the same selected current: 5.58 fA
Sinh voltage for target rejection: 1.9807 V
Sinh voltage per doubling of rejection: 0.1386 V
Selector share 1.0: exponent needed 14.29
Selector share 0.9: exponent needed 16.85
Selector share 0.8: exponent needed 21.07
Selector share 0.7: exponent needed 29.43
Selector share 0.6: exponent needed 54.31
Series resistance at share 0.8: 40.0 kohm
Rejection at share 0.8, n=15: 1158.9
Mean slope at share 0.8, n=15: 10.179
Slope at V/2, share 0.8, n=15: 14.928
Slope at V, share 0.8, n=15: 3.947
Rejection ceiling at share 0.49: 51.0
Rejection at share 0.49, n=20000: 50.5
Share that must be exceeded for target: 0.499975
\end{verbatim}
